# Fraction of exchange-isolated spins at a random interface

## 1. One spin and one possible neighbour

Place a spin on a flat interface of area $A$ and drop a second spin on it, with every position equally likely. Suppose that the two are strongly coupled when their distance is below $R$, and that the disc of radius $R$ around the first spin fits inside $A$. The second spin lands in the disc with probability $\pi R^2/A$, so the first spin stays isolated with probability

$$p_1=1-\frac{\pi R^2}{A}.$$

With $M$ other spins, placed independently of each other, all must miss the disc:

$$p_M=\left(1-\frac{\pi R^2}{A}\right)^M. \tag{1}$$

What remains is to find $R$ from the exchange coupling, to let the area grow at fixed density, and to turn a probability into a fraction of spins.

## 2. Model and result

Each dangling bond carries a spin 1/2. Two of them at distance $r$ have the Hamiltonian

$$H=J(r)\,\mathbf S_1\cdot\mathbf S_2,\qquad J(r)=J_0e^{-r/a},\qquad J_0>0,$$

with dimensionless spin operators. For total spin $S$,

$$\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[S(S+1)-\tfrac34-\tfrac34\right],$$

which is $-3/4$ for the singlet and $+1/4$ for the triplet. The singlet is therefore lower, and the gap is $J$. The length $a$ is the decay length of $J$, not of a wavefunction. A convention with $2J$ in $H$, or with $e^{-2r/a}$ in $J$, requires converted parameters.

The positions form a homogeneous Poisson pattern: there are no correlations between them, and $N$ is the mean number of paramagnetic centres per area. A spin is called isolated if it has no neighbour with $J>kT$. The isolated fraction is

$$F(T)=\begin{cases}\exp\left[-\pi Na^2\ln^2(J_0/kT)\right],&kT<J_0,\\[2pt]1,&kT\ge J_0.\end{cases} \tag{2}$$

For code, a single expression covers both branches:

$$F=\exp\left\{-\pi Na^2\left[\max\left(0,\ln\frac{J_0}{kT}\right)\right]^2\right\}. \tag{3}$$

The maximum must be taken before squaring. At $kT=2J_0$ the bare squared logarithm would give 0.9932 for the example below, although no pair can be coupled above $kT$.

## 3. Derivation

**Distance.** Divide $J_0e^{-r/a}>kT$ by $J_0$ and take the logarithm, which preserves the inequality:

$$-\frac ra>\ln\frac{kT}{J_0}.$$

Multiplication by $-a$ reverses it:

$$r<R,\qquad R=a\ln\frac{J_0}{kT}. \tag{4}$$

If $kT\ge J_0$, the right side is zero or negative and no distance qualifies. This gives the second branch of (2).

**Large area.** Set $M=NA$ in (1) and expand the logarithm for $\pi R^2\ll A$:

$$\ln p_M=NA\ln\left(1-\frac{\pi R^2}{A}\right)=-N\pi R^2-\frac{N(\pi R^2)^2}{2A}-\dots$$

The second term vanishes as $A\to\infty$, leaving $p=e^{-N\pi R^2}$. In a small simulation cell with $NA$ other spins it lowers the isolated fraction. If the cell instead holds $NA$ spins in total, each has only $NA-1$ possible neighbours, and the fraction can come out too high: for the example of Section 5 at 4.2 K, a cell of eight spins gives 0.669 instead of 0.640.

**Fraction of spins.** In a Poisson pattern the number $n$ of spins in $A$ also fluctuates, with mean $\bar n=NA$. Use periodic boundaries and write $q=\pi R^2/A$. Given $n$, each spin has $n-1$ possible neighbours and is isolated with probability $(1-q)^{n-1}$. The mean number of isolated spins is

$$\begin{aligned}
\langle n_{\rm iso}\rangle&=\sum_{n=1}^{\infty}e^{-\bar n}\frac{\bar n^n}{n!}\,n(1-q)^{n-1}\\
&=\bar n\,e^{-\bar n}\sum_{m=0}^{\infty}\frac{[\bar n(1-q)]^m}{m!}\\
&=\bar n\,e^{-\bar n}e^{\bar n(1-q)}=\bar n\,e^{-\bar nq}.
\end{aligned}$$

The second line uses $n/n!=1/(n-1)!$ and $m=n-1$; the third sums the exponential series. Since $\bar nq=N\pi R^2$,

$$\frac{\langle n_{\rm iso}\rangle}{\bar n}=e^{-N\pi R^2}.$$

Whether a spin is isolated depends on its surroundings out to $R$, so regions far apart contribute independently. The relative fluctuation of the count therefore falls as $A^{-1/2}$, and the fraction in one large sample approaches this value. Inserting (4) gives (2).

**Other coupling laws.** The derivation used the exponential law only to find the area of the disc. For any coupling that depends on the displacement between two spins, let $A_c$ be the area of displacements with $J>kT$. The same sum gives

$$F=e^{-NA_c}. \tag{5}$$

This is the form to implement when $J$ depends on direction or has a prefactor. If $J$ can change sign, define $A_c$ by $|J|>kT$; otherwise strongly ferromagnetic neighbours are counted as absent.

## 4. Temperature dependence and limits

Write $c=\pi Na^2$ and $L=\ln(J_0/kT)$, so that $\ln F=-cL^2$ for $kT<J_0$. Because $dL/d\ln T=-1$,

$$\frac{d\ln F}{d\ln T}=-2cL\,\frac{dL}{d\ln T}=2cL. \tag{6}$$

The local exponent changes with temperature, so $F$ does not follow a single power of $T$. As $T\to0$ the exponent grows without limit, and $F$ vanishes faster than any fixed power of $T$. The growth is logarithmic, however, and $F$ can vary slowly over an experimental range.

In the opposite limit, let $kT=J_0(1-\delta)$ with $0<\delta\ll1$. Then $L=-\ln(1-\delta)\simeq\delta$ and

$$F\simeq1-\pi Na^2\delta^2.$$

The fraction joins the value 1 with zero slope.

Equation (2) is also the distribution function of the strongest coupling felt by a spin, since "no coupling above $J$" means "strongest coupling at most $J$". Its median follows from $F=1/2$, with $J$ in place of $kT$:

$$cL^2=\ln2,\qquad L=\sqrt{\frac{\ln2}{c}},\qquad J_{\rm med}=J_0\exp\left[-\sqrt{\frac{\ln2}{\pi Na^2}}\right]. \tag{7}$$

The positive root is taken because $J_{\rm med}<J_0$. Half the spins are isolated at $T_{1/2}=J_{\rm med}/k$.

## 5. Worked example

Take $N=5\times10^{12}\ \mathrm{cm^{-2}}=0.050\ \mathrm{nm^{-2}}$, $a=0.30$ nm and $J_0=100$ meV. These stay fixed as the temperature changes. First,

$$\pi Na^2=\pi(0.050)(0.30)^2=0.01414.$$

At 4.2 K, $kT=0.3619$ meV, so

$$L=\ln\frac{100}{0.3619}=5.62,\qquad R=0.30\times5.62=1.69\ \mathrm{nm}.$$

The mean number of neighbours inside $R$ is $0.01414\times5.62^2=0.447$, and

$$F=e^{-0.447}=0.640.$$

Thus 64% of the spins have no neighbour coupled above $kT$. The other temperatures follow in the same way. The sampled column counts strongest couplings among 199,745 randomly placed spins; its uncertainties are standard errors.

| $T$ (K) | $R$ (nm) | $F$ from (2) | Sampled |
|---:|---:|---:|---:|
| 1.5 | 2.00 | 0.535 | 0.535 ± 0.002 |
| 4.2 | 1.69 | 0.640 | 0.639 ± 0.002 |
| 77 | 0.81 | 0.901 | 0.900 ± 0.001 |
| 300 | 0.41 | 0.974 | 0.974 ± 0.001 |

Equation (7) gives $J_{\rm med}=0.0910$ meV, against 0.0902 meV in the sample, and $T_{1/2}=1.06$ K. The local exponent at 4.2 K is $2(0.01414)(5.62)=0.159$; a finite difference of sampled fractions gives 0.156. Cooling therefore removes isolated spins slowly here. By (4) and (6) the exponent equals $2N\pi R^2\,(a/R)$, so two factors keep it small: the mean number of neighbours inside $R$, 0.447, and the ratio $a/R=0.18$ set by the steep decay of the coupling. A tenfold higher density would give an exponent of 1.59. A tenfold lower temperature adds $a\ln10=0.69$ nm to $R$, which about doubles the disc area and lowers $F$ from 0.64 to 0.41.

## 6. Discrete interface sites

Dangling bonds occupy atomic sites, not a continuum. Let sites of density $N_s$ be occupied independently with probability $f=N/N_s$. If $n(R)$ other sites lie within $R$ of an occupied site, all of them must be empty:

$$F_{\rm site}=(1-f)^{n(R)}. \tag{8}$$

For small $f$, $\ln F_{\rm site}\simeq-fn(R)$. When many sites lie inside the disc, $n(R)\simeq N_s\pi R^2$, so $fn(R)\simeq N\pi R^2$ and the continuum result returns.

A triangular lattice of spacing $d$ has cell area $\sqrt3d^2/2$, hence $N_s=2/(\sqrt3d^2)$. With $d=0.384$ nm, $N_s=7.83\ \mathrm{nm^{-2}}$ and $f=0.0064$.

| $T$ (K) | $n(R)$ | $F_{\rm site}$ | Sampled lattice |
|---:|---:|---:|---:|
| 1.5 | 96 | 0.541 | 0.544 |
| 4.2 | 72 | 0.631 | 0.634 |
| 77 | 18 | 0.891 | 0.890 |
| 300 | 6 | 0.962 | 0.961 |

The entry at 1.5 K is delicate: a shell of six sites at $\sqrt{27}\,d=1.9953$ nm lies almost exactly at $R$. It is inside by less than $10^{-5}$ nm for these parameters, and a spacing of 0.38403 nm already puts it outside; without it $n(R)=90$ and $F_{\rm site}=0.56$.

At 4.2 K the lattice lowers $F$ by about 0.01. At 300 K it raises the coupled fraction $1-F$ from 2.6% to 3.8%: the disc area corresponds to $7.83\pi(0.406)^2\simeq4.1$ sites, but the whole first shell of six lies inside it. That shell drops out when $kT=J(d)$, at

$$T=\frac{J_0}{k}e^{-d/a}=1160.5\,e^{-1.28}\simeq323\ \mathrm K.$$

Above this temperature the lattice model gives $F=1$, while (2) gives a slightly smaller value until $kT$ reaches $J_0$, at 1160 K. Use (8) whenever $R$ is only a few site spacings.

## 7. Isolated fraction and magnetic moment

The threshold $J=kT$ classifies spins; it does not switch their moments on and off. For a pair with $x=J/kT$, the singlet has Boltzmann weight 1 and each of the three triplet states has weight $e^{-x}$. The total $S_z$ is $\pm1$ in two triplet states and zero in the other two states, so

$$\langle S_z^2\rangle=\frac{2e^{-x}}{1+3e^{-x}}=\frac{2}{3+e^x}.$$

Since $H$ conserves $S_z$ and the mean moment is zero without a field, the zero-field susceptibility is $(g\mu_B)^2\langle S_z^2\rangle/kT$. Two free spins have $\langle S_z^2\rangle=2\times1/4=1/2$. The ratio, or Curie fraction, is

$$\frac{\chi_{\rm pair}}{\chi_{\rm free}}=\frac{4}{3+e^{J/kT}}. \tag{9}$$

At $J=kT$ it is 0.70, well above zero.

Larger groups matter too. In a cluster of an odd number $m$ of spins, separated from all others, every state has $|S_z|\ge1/2$. Hence $\langle S_z^2\rangle\ge1/4$, while $m$ free spins have $m/4$. The cluster keeps at least a fraction $1/m$ of its free-spin Curie response at any temperature, though none of its spins need be isolated.

Diagonalization of 1000 random periodic cells, each with eight spins, gives the combined result at 4.2 K. The cell area is $7/N=140\ \mathrm{nm^2}$, so that the seven other spins have density $N$. The mean Curie fraction is $0.682\pm0.005$, and the isolated fraction in the same cells is $0.629\pm0.007$. Their difference is $0.052\pm0.003$, about 8% of the isolated fraction. The calculation does not separate the effect of the soft threshold from that of odd clusters.

These cells are small: equation (1) predicts an isolated fraction of 0.630 for them, against 0.640 on the infinite plane. The Curie fraction of 0.682 is likewise a finite-cell value. Diagonalizing the coupled clusters of a 10,000-spin sample leaves the difference at $0.053\pm0.003$, which places the Curie fraction of the infinite plane near 0.69, about 0.01 higher. The difference also changes with temperature. At $kT=J_0$ it has the opposite sign: there $F=1$, while (9) is below one for every pair. Equation (2) should therefore not be used as a susceptibility formula.

## 8. Sensitivity to the coupling law

At fixed $N$, $J_0$ and $T$, the exponent scales as $a^2$. At 4.2 K, reducing $a$ by 10% gives $F=0.70$, and increasing it by 10% gives 0.58. Raising $J_0$ tenfold adds $\ln10=2.30$ to $L$, so that $F=\exp[-0.01414(7.92)^2]\simeq0.41$.

A power-law prefactor can matter as much. Consider

$$J(r)=J_0e^{-r/a}\left(\frac{r}{1\ \mathrm{nm}}\right)^{5/2},$$

with $J_0$ and $a$ unchanged, so that both laws agree at 1 nm. Beyond 1 nm the new factor exceeds one and moves the outer threshold outward. The area with $J>kT$ at 4.2 K is $A_c=16.8\ \mathrm{nm^2}$. Equation (5) gives

$$F=e^{-0.050\times16.8}=0.43,$$

and random sampling gives $0.433\pm0.002$. The prefactor has lowered $F$ by about one third relative to 0.640. The size of this shift depends on the distance at which the two laws are matched, so parameters fitted to one law must not be inserted into the other.

## 9. Use for a real interface

The example is modelled on $P_b$ centres, silicon dangling bonds at a thermally oxidized (111)Si/SiO₂ interface, after removal of the hydrogen that passivates them. The density and site spacing are rough typical values for that case; $J_0$ and $a$ are round model choices, not measurements. The result depends strongly on them: at 4.2 K, (2) gives 0.93 for $J_0=10$ meV and $a=0.20$ nm, but 0.085 for $J_0=1000$ meV and $a=0.50$ nm. A prediction for a real interface therefore needs a measured or computed coupling law. A well-passivated interface has far fewer such centres. For $N=10^{10}\ \mathrm{cm^{-2}}$, with the other parameters fixed at 4.2 K, the exponent falls by a factor of 500 and $F\simeq0.999$. Real defects may also break the assumption of independent positions. As a measure of this, suppose that a fraction $p$ of the spins sits in pairs much closer than $R$, with pairs and single spins otherwise placed at random. The density of separate objects is $N(1-p)+Np/2=N(1-p/2)$, and only single spins can be isolated, so

$$F=(1-p)\exp\left[-\pi R^2N(1-p/2)\right].$$

For $p=0.1$ at 4.2 K this is $0.90\,e^{-0.424}=0.59$, compared with 0.64 without pairing. Bond reconstruction and a spread of exchange parameters between defects are not included.

Three further effects can be sized for the same parameters:

- **Dipolar coupling.** With $g=2$, the scale $\mu_0(g\mu_B)^2/(4\pi R^3k)$ is 0.52 mK at the 4.2 K radius. It is negligible beside the thermal energy there. This does not make it negligible in spin resonance, where couplings are compared with the linewidth: a splitting of 0.1 mT corresponds to 0.13 mK. With that threshold in place of $kT$, (2) leaves only about 3% of the spins isolated, so $F(T)$ is not the fraction of spectroscopically isolated centres.
- **Magnetic field.** At 0.33 T the Zeeman splitting is $\Delta/k=0.44$ K. The count in (2) does not involve the field, but a free spin's moment is proportional to $\tanh y$ with $y=\Delta/2kT$. Since $\tanh y\simeq y(1-y^2/3)$, the linear response is too large by about 0.1% at 4.2 K and 0.7% at 1.5 K.
- **Charge state.** Let the Fermi level lie midway between the two charge-transition levels, 0.25 eV from each. The neutral centre has two spin states, and each of the two charged states has relative weight $b=e^{-0.25\,\mathrm{eV}/kT}$. The charged fraction is $2b/(2+2b)=b/(1+b)$, or $6\times10^{-5}$ at 300 K.

The last estimate holds only for a Fermi level midway between the transition levels. If doping or gate bias brings it to 0.05 eV from one of them, still between the two levels, the nearer charged state has weight $e^{-0.05\,\mathrm{eV}/kT}$ against 2 for the neutral centre, and about 7% of the centres are charged at 300 K. At the transition level itself the fraction is one third, and 0.05 eV beyond it about 78% at 300 K. Then $N$ must be the density of singly occupied centres at that bias, not the total defect density. If half the centres are charged at random, the remaining spins still form a Poisson pattern, with density $N/2$. At 4.2 K their isolated fraction becomes $e^{-0.447/2}=0.80$.

The numerical output lists the main inputs and many of the computed values to more digits.

## Table of computed values

```
Spin density N = 5.00e+12 cm^-2
Spin density N = 0.0500 nm^-2
Decay length a = 0.30 nm
Exchange prefactor J0 = 100.0 meV
J0/k = 1160.5 K
pi N a^2 = 0.014137 (dimensionless)
kT at 4.2 K = 0.36193 meV
ln(J0/kT) at 4.2 K = 5.6215
Mean number of neighbours inside R at 4.2 K = 0.4467
T = 1.5 K: R = 1.9953 nm, F = 0.5351, sampled 0.5353 +- 0.0017
T = 4.2 K: R = 1.6864 nm, F = 0.6397, sampled 0.6392 +- 0.0017
T = 77.0 K: R = 0.8138 nm, F = 0.9012, sampled 0.9004 +- 0.0011
T = 300.0 K: R = 0.4058 nm, F = 0.9745, sampled 0.9738 +- 0.0006
Spins in continuous sample = 199745
T = 2 J0/k: sampled F = 1.0000, misused formula = 0.9932
Median strongest coupling = 0.09099 meV, sampled 0.09024 meV
Temperature with F = 1/2: 1.0559 K
d ln F/d ln T at 4.2 K = 0.1589, sampled 0.1561
Site spacing = 0.384 nm
Site density = 7.831 nm^-2
Site occupation f = 0.00639
Lattice, T = 1.5 K: 96 sites inside R, F = 0.5407, sampled 0.5439
Lattice, T = 4.2 K: 72 sites inside R, F = 0.6305, sampled 0.6340
Lattice, T = 77.0 K: 18 sites inside R, F = 0.8911, sampled 0.8903
Lattice, T = 300.0 K: 6 sites inside R, F = 0.9623, sampled 0.9609
With (r/1 nm)^(5/2) prefactor, 4.2 K: area = 16.810 nm^2
With that prefactor: F = 0.4315, sampled 0.4329 +- 0.0015
F at 4.2 K for a 10% smaller = 0.6964
F at 4.2 K for a 10% larger = 0.5824
Pair Curie fraction at J = kT: 0.6995
Random cells: 1000 cells of 8 spins at 4.2 K
Cell isolated fraction: binomial 0.6302, sampled 0.6291 +- 0.0068
Cell Curie fraction = 0.6815 +- 0.0052
Curie minus isolated fraction = 0.0524 +- 0.0030
Dipolar energy scale at R, 4.2 K: 0.5195 mK
Zeeman splitting at 0.33 T: 0.4433 K
Level distance from Fermi level = 0.25 eV
Thermally charged fraction at 300 K = 6.31e-05
```
